**Scalar pVp integral for two s Gaussians and a point nucleus**

The program tests the formula $W=-(4\pi Z\mu K/p)[(3-2\mu R^2)F_0+2(\beta-\alpha)(\mathbf R\cdot\mathbf Q)F_1-e^{-T}]$ in atomic units. Here $\alpha,\beta$ are the exponents, $\mathbf A,\mathbf B,\mathbf C$ the centres of the functions and the nucleus, $p=\alpha+\beta$, $\mu=\alpha\beta/p$, $\mathbf R=\mathbf A-\mathbf B$, $\mathbf Q=(\alpha\mathbf A+\beta\mathbf B)/p-\mathbf C$, $T=pQ^2$, $K=e^{-\mu R^2}$, and $F_n$ is the Boys function of $T$. It asserts agreement with a radial quadrature for the main example and six other cases, and with a three-dimensional quadrature of the gradient product for the main example. It also asserts the Boys-function relations, the attraction integral, the centre-derivative identity by finite differences, and the limits of functions on the nucleus and of a distant nucleus. For the main example the formula and both quadratures give $-57.71935417$ a.u. for unnormalised functions. The largest relative deviation from the radial quadrature in the six other cases is $6.2\times10^{-15}$. For normalised functions, $W/(4c^2)$ is $-2.661\times10^{-4}$ hartree.

## Check in Python

```python
"""
Scalar pVp integral between two s Gaussians and a point nucleus.

Result under test (atomic units):
  W = integral of V grad(a).grad(b)
    = -(4 pi Z mu/p) K [(3-2 mu R^2) F0 + 2 (beta-alpha) (R.Q) F1 - exp(-T)]
a = exp(-alpha |r-A|^2), b = exp(-beta |r-B|^2), V = -Z/|r-C|,
p = alpha+beta, mu = alpha beta/p, R = A-B, P = (alpha A+beta B)/p,
Q = P-C, T = p Q^2, K = exp(-mu R^2), Fn = Boys function of T.
The formula is compared with quadratures that use no Boys function.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import gamma, gammainc, spherical_in


def boys(n, T):
    if T < 1e-8:
        return 1 / (2*n + 1) - T / (2*n + 3)
    return gamma(n + 0.5) * gammainc(n + 0.5, T) / (2 * T**(n + 0.5))


def pair_data(al, be, A, B, C):
    p = al + be
    mu = al * be / p
    R = A - B
    Q = (al * A + be * B) / p - C
    return p, mu, R, Q, p * (Q @ Q), np.exp(-mu * (R @ R))


def potential_formula(al, be, A, B, C, Z):
    p, mu, R, Q, T, K = pair_data(al, be, A, B, C)
    return -2 * np.pi * Z / p * K * boys(0, T)


def bracket_terms(al, be, A, B, C):
    p, mu, R, Q, T, K = pair_data(al, be, A, B, C)
    return np.array([(3 - 2 * mu * (R @ R)) * boys(0, T),
                     2 * (be - al) * (R @ Q) * boys(1, T),
                     -np.exp(-T)])


def pvp_formula(al, be, A, B, C, Z):
    p, mu, R, Q, T, K = pair_data(al, be, A, B, C)
    return (-4 * np.pi * Z * mu / p * K
            * bracket_terms(al, be, A, B, C).sum())


def pvp_unreduced(al, be, A, B, C, Z):
    """Form with F2, before the Boys recursion is applied."""
    p, mu, R, Q, T, K = pair_data(al, be, A, B, C)
    F0, F1, F2 = (boys(n, T) for n in range(3))
    inner = ((6 * mu - 4 * mu**2 * (R @ R)) * F0 - 6 * mu * F1
             + 4 * mu * (be - al) * (R @ Q) * F1 + 4 * mu * T * F2)
    return -2 * np.pi * Z / p * K * inner


def pvp_radial(al, be, A, B, C, Z):
    """One-dimensional radial quadrature about the nucleus."""
    a, b = A - C, B - C
    p = al + be
    q = (al * a + be * b) / p
    qn = np.linalg.norm(q)
    along = (a + b) @ q / qn if qn > 1e-12 else 0.0
    shift = al * (a @ a) + be * (b @ b)

    def integrand(r):
        x = 2 * p * qn * r
        angular = ((r * r + a @ b) * spherical_in(0, x)
                   - r * along * spherical_in(1, x))
        return r * np.exp(-p * r * r - shift) * angular

    width = 1 / np.sqrt(p)
    edges = [0.0, qn + width, qn + 3 * width, qn + 7 * width]
    total = sum(quad(integrand, lo, hi, epsabs=1e-14, epsrel=1e-11,
                     limit=200)[0] for lo, hi in zip(edges, edges[1:]))
    return -16 * np.pi * Z * al * be * total


# Spherical product grid centred on the nucleus
xr, wr = np.polynomial.legendre.leggauss(80)
radius, wr = 4 * (xr + 1), 4 * wr
ct, wt = np.polynomial.legendre.leggauss(48)
phi = 2 * np.pi * np.arange(48) / 48
rr, cc, ff = np.meshgrid(radius, ct, phi, indexing="ij")
ss = np.sqrt(1 - cc**2)
grid = np.stack([rr * ss * np.cos(ff), rr * ss * np.sin(ff), rr * cc],
                axis=-1).reshape(-1, 3)
grid_r = rr.ravel()
grid_w = (wr[:, None, None] * wt[None, :, None] * (2 * np.pi / 48)
          * rr**2).ravel()


def gaussian_on_grid(ex, centre, C):
    d = grid + C - centre
    return np.exp(-ex * np.sum(d * d, axis=1)), d


def potential_grid(al, be, A, B, C, Z):
    ga, _ = gaussian_on_grid(al, A, C)
    gb, _ = gaussian_on_grid(be, B, C)
    return -Z * np.sum(grid_w * ga * gb / grid_r)


def gradient_product_grid(al, be, A, B, C):
    ga, da = gaussian_on_grid(al, A, C)
    gb, db = gaussian_on_grid(be, B, C)
    grad_a = -2 * al * da * ga[:, None]
    grad_b = -2 * be * db * gb[:, None]
    return np.sum(grad_a * grad_b, axis=1)


# Model parameters
Z, al, be = 20.0, 1.2, 0.5
A = np.array([0.0, 0.0, 0.0])
B = np.array([0.8, 0.4, 0.0])
C = np.array([0.3, -0.5, 0.6])
case = (al, be, A, B, C, Z)
p, mu, R, Q, T, K = pair_data(al, be, A, B, C)

# Boys function: definition, derivative and recursion
for n in range(3):
    ref = quad(lambda t: t**(2*n) * np.exp(-T * t*t), 0, 1,
               epsabs=1e-13)[0]
    assert abs(boys(n, T) - ref) < 1e-11
for n in range(2):
    h = 1e-4
    slope = (boys(n, T + h) - boys(n, T - h)) / (2 * h)
    assert abs(slope + boys(n + 1, T)) < 1e-7
assert abs(2*T*boys(2, T) - 3*boys(1, T) + np.exp(-T)) < 1e-12

# Nuclear attraction integral against the grid
V_formula = potential_formula(*case)
V_grid = potential_grid(*case)
assert abs(V_formula / V_grid - 1) < 1e-9

# pVp from its definition on the grid
grad_dot = gradient_product_grid(al, be, A, B, C)
W_grid = -Z * np.sum(grid_w * grad_dot / grid_r)
W_formula = pvp_formula(*case)
W_radial = pvp_radial(*case)
assert abs(W_formula / W_grid - 1) < 1e-9
assert abs(W_formula / W_radial - 1) < 1e-9
assert abs(pvp_unreduced(*case) / W_grid - 1) < 1e-9


# Centre derivatives of the numerically integrated attraction integral
def mixed_difference(h):
    total = 0.0
    for e in np.eye(3):
        for sa in (1, -1):
            for sb in (1, -1):
                total += sa * sb * potential_grid(
                    al, be, A + sa * h * e, B + sb * h * e, C, Z)
    return total / (4 * h * h)


W_diff = (4 * mixed_difference(0.01) - mixed_difference(0.02)) / 3
assert abs(W_diff / W_grid - 1) < 1e-5  # fourth-order truncation error

# Other geometries and exponents against the radial quadrature
P = (al * A + be * B) / p
others = [(60.0, 3.0, A, B, C, Z), (al, be, A, B, P, Z),
          (al, be, A, B, A, Z), (al, be, A, A, C, Z),
          (0.9, 0.9, A, B, C, Z), (al, be, C, C, C, Z)]
worst = 0.0
for other in others:
    ref = pvp_radial(*other)
    worst = max(worst, abs(pvp_formula(*other) / ref - 1))
assert worst < 1e-8

# Both functions on the nucleus
W_centre = pvp_radial(al, be, C, C, C, Z)
W_centre_closed = -8 * np.pi * Z * al * be / p**2
assert abs(W_centre / W_centre_closed - 1) < 1e-9

# Distant nucleus: leading term and 1/distance correction
G = np.sum(grid_w * grad_dot)
direction = np.array([1.0, 0.0, 0.0])
far = []
for D in (200.0, 400.0):
    W_far = pvp_formula(al, be, A, B, P - D * direction, Z)
    far.append(W_far / (-Z * G / D) - 1)
assert abs(far[0]) < 0.02
assert abs(far[0] / far[1] - 2) < 0.02

# Normalised functions and relativistic scale
norm = (2 * al / np.pi)**0.75 * (2 * be / np.pi)**0.75
c = 1 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
scaled = norm * W_formula / (4 * c**2)
terms = bracket_terms(al, be, A, B, C)

print(f"Nuclear charge Z = {Z:.0f}")
print(f"alpha = {al:.2f}, beta = {be:.2f} bohr^-2")
print("A =", A, "bohr")
print("B =", B, "bohr")
print("C =", C, "bohr")
print(f"p = {p:.6f} bohr^-2")
print(f"mu = {mu:.6f} bohr^-2")
print("P =", np.round(P, 6), "bohr")
print("Q =", np.round(Q, 6), "bohr")
print(f"R^2 = {R @ R:.6f} bohr^2")
print(f"Q^2 = {Q @ Q:.6f} bohr^2")
print(f"R.Q = {R @ Q:.6f} bohr^2")
print(f"T = {T:.6f} (dimensionless)")
print(f"K = {K:.6f} (dimensionless)")
for n in range(3):
    print(f"F{n}(T) = {boys(n, T):.8f} (dimensionless)")
print(f"Bracket term with F0 = {terms[0]:.8f} (dimensionless)")
print(f"Bracket term with F1 = {terms[1]:.8f} (dimensionless)")
print(f"Bracket term -exp(-T) = {terms[2]:.8f} (dimensionless)")
print(f"Bracket sum = {terms.sum():.8f} (dimensionless)")
print(f"Prefactor -4 pi Z mu K/p = {-4*np.pi*Z*mu*K/p:.6f} a.u.")
print(f"V_ab, formula, unnormalised = {V_formula:.8f} a.u.")
print(f"V_ab, 3D grid, unnormalised = {V_grid:.8f} a.u.")
print(f"W, formula, unnormalised = {W_formula:.8f} a.u.")
print(f"W, radial quadrature = {W_radial:.8f} a.u.")
print(f"W, 3D grid from gradients = {W_grid:.8f} a.u.")
print(f"W, centre differences of V_ab = {W_diff:.6f} a.u.")
print(f"Largest relative error, {len(others)} other cases = {worst:.1e}")
print(f"W on nucleus, radial quadrature = {W_centre:.8f} a.u.")
print(f"W on nucleus, closed form = {W_centre_closed:.8f} a.u.")
print(f"Far nucleus, relative correction at 200 bohr = {far[0]:.3e}")
print(f"Far nucleus, relative correction at 400 bohr = {far[1]:.3e}")
print(f"Product of normalisation constants = {norm:.8f} bohr^-3")
print(f"W, normalised functions = {norm * W_formula:.8f} a.u.")
print(f"W on nucleus, normalised = {norm * W_centre:.8f} a.u.")
print(f"Speed of light c = {c:.6f} a.u.")
print(f"W/(4 c^2), normalised = {scaled:.6e} hartree")
print(f"W/(4 c^2), normalised = {scaled * hartree_ev:.6e} eV")
print("verified")
```

Printed output:

```
Nuclear charge Z = 20
alpha = 1.20, beta = 0.50 bohr^-2
A = [0. 0. 0.] bohr
B = [0.8 0.4 0. ] bohr
C = [ 0.3 -0.5  0.6] bohr
p = 1.700000 bohr^-2
mu = 0.352941 bohr^-2
P = [0.235294 0.117647 0.      ] bohr
Q = [-0.064706  0.617647 -0.6     ] bohr
R^2 = 0.800000 bohr^2
Q^2 = 0.745675 bohr^2
R.Q = -0.195294 bohr^2
T = 1.267647 (dimensionless)
K = 0.754008 (dimensionless)
F0(T) = 0.69950073 (dimensionless)
F1(T) = 0.16487537 (dimensionless)
F2(T) = 0.08406635 (dimensionless)
Bracket term with F0 = 1.70349000 (dimensionless)
Bracket term with F1 = 0.04507886 (dimensionless)
Bracket term -exp(-T) = -0.28149318 (dimensionless)
Bracket sum = 1.46707569 (dimensionless)
Prefactor -4 pi Z mu K/p = -39.343133 a.u.
V_ab, formula, unnormalised = -38.98744614 a.u.
V_ab, 3D grid, unnormalised = -38.98744614 a.u.
W, formula, unnormalised = -57.71935417 a.u.
W, radial quadrature = -57.71935417 a.u.
W, 3D grid from gradients = -57.71935417 a.u.
W, centre differences of V_ab = -57.719353 a.u.
Largest relative error, 6 other cases = 6.2e-15
W on nucleus, radial quadrature = -104.35740303 a.u.
W on nucleus, closed form = -104.35740303 a.u.
Far nucleus, relative correction at 200 bohr = 6.763e-04
Far nucleus, relative correction at 400 bohr = 3.382e-04
Product of normalisation constants = 0.34628495 bohr^-3
W, normalised functions = -19.98734392 a.u.
W on nucleus, normalised = -36.13739853 a.u.
Speed of light c = 137.035999 a.u.
W/(4 c^2), normalised = -2.660883e-04 hartree
W/(4 c^2), normalised = -7.240631e-03 eV
verified
```
